# Why phonon scattering in ordinary metals looks Planckian at high temperature

## The decision that hangs on the estimate

A calculation of a metal's resistivity has given a scattering rate of about $3k_BT/\hbar$ at room temperature. Should one now add another scattering mechanism, on the ground that a rate so close to the Planckian scale $k_BT/\hbar$ calls for unusual physics? The answer depends on what electron-phonon scattering alone would give. It also depends on which electron mass was used to turn the resistivity into a rate.

For dimensionless electron-phonon coupling $\lambda$, and temperatures above the phonon energies, the results derived below are

$$
\frac{\hbar}{\tau}=2\pi\lambda\,k_BT,\qquad
\frac{\hbar}{\tau^*}=\frac{2\pi\lambda}{1+\lambda}\,k_BT .
$$

The first rate belongs with the band mass $m$. The second is inferred from the same resistivity with the low-temperature mass $m^*=(1+\lambda)m$. At $\lambda=1$ the factors are $2\pi$ and $\pi$. A rate of $3k_BT/\hbar$ is therefore what phonons supply when $\lambda$ is near one and the low-temperature mass was used, or when $\lambda$ is near one half and the band mass was used. In such a metal it gives by itself no reason to add anything; for much weaker coupling phonons would fall short of it.

## The estimate on the back of an envelope

Below, $\omega$ denotes a phonon energy, not a frequency, and $t=k_BT$. Suppose that all phonons have one energy $\omega$. Let $A$ be the coupling strength, defined so that an electron with empty final states and no phonons present emits at the rate $2\pi A/\hbar$. The $2\pi$ is that of the golden rule; $A$ is the squared matrix element times the density of final states. The dimensionless coupling is $\lambda=2A/\omega$.

With $n$ thermal phonons per mode, emission is multiplied by $n+1$ and absorption by $n$. Ignoring the exclusion principle for the moment,

$$
\frac{\hbar}{\tau}\approx 2\pi A(2n+1).
$$

For $t\gg\omega$ the phonon number is $n\approx t/\omega$, so $2n+1\approx 2t/\omega$. Since $A=\lambda\omega/2$,

$$
\frac{\hbar}{\tau}\approx 2\pi\,\frac{\lambda\omega}{2}\,\frac{2t}{\omega}=2\pi\lambda t .
$$

The phonon energy cancels. Temperature enters through the number of phonons, that is, through the thermal disorder of the lattice. No limit on how fast electrons may scatter has been used. What remains is to include the exclusion principle, connect the rate with the resistivity, and find out what happens to the mass.

## The rate with all processes counted

A real metal has a spectrum of phonons. Replace $A$ by $\alpha^2F(\omega)\,d\omega$, with

$$
\lambda=2\int_0^\infty\frac{\alpha^2F(\omega)}{\omega}\,d\omega .
$$

Assume a band whose density of states is constant over the energies involved and whose edges are far away. Assume also that each collision randomises the direction of motion. Electron energies $\varepsilon$ are measured from the Fermi level.

Let $f_{\mathbf k}$ be the occupation of a state of energy $\varepsilon$, and $F_\pm$ the occupation at $\varepsilon\pm\omega$ averaged over directions. An electron can leave the state by emission or absorption. The state can be filled by an electron from above that emits, or by one from below that absorbs. Hence

$$
\begin{aligned}
\hbar\,\frac{\partial f_{\mathbf k}}{\partial \text{time}}
=-2\pi\!\int\! d\omega\,\alpha^2F\,\Big\{&f_{\mathbf k}\big[(n+1)(1-F_-)+n(1-F_+)\big]\\
&-(1-f_{\mathbf k})\big[(n+1)F_++nF_-\big]\Big\}.
\end{aligned}
$$

A current is a change of occupation proportional to $\cos\theta$, where $\theta$ is the angle to the field. Its average over directions is zero, so it leaves $F_\pm$ at their equilibrium values $f(\varepsilon\pm\omega)$. Only the explicit $f_{\mathbf k}$ changes. The deviation then decays at the rate $\Gamma/\hbar$, where $\Gamma$ collects both brackets:

$$
(n+1)(1-F_-)+n(1-F_+)+(n+1)F_++nF_-=2n+1+F_+-F_- .
$$

Therefore

$$
\Gamma(\varepsilon)=2\pi\int d\omega\,\alpha^2F(\omega)
\big[2n(\omega)+1+f(\varepsilon+\omega)-f(\varepsilon-\omega)\big].
$$

At the Fermi level, $f(-\omega)=1-f(\omega)$ turns the bracket into $2(n+f)$. With $x=\omega/t$,

$$
n+f=\frac1{e^x-1}+\frac1{e^x+1}=\frac{2e^x}{e^{2x}-1}=\frac1{\sinh x},
$$

so $\Gamma(0)=4\pi\int d\omega\,\alpha^2F/\sinh(\omega/t)$. For small $x$, $\sinh x\approx x$, and the envelope result $2\pi\lambda t$ returns. The exclusion principle does not change the leading term.

## From the rate to the resistivity

In an electric field $\boldsymbol{\mathcal E}$ an electron of charge $-e$ obeys $\hbar\dot{\mathbf k}=-e\boldsymbol{\mathcal E}$. The field changes the occupation at the rate $-\dot{\mathbf k}\cdot\nabla_{\mathbf k}f=e\boldsymbol{\mathcal E}\cdot\mathbf v f'$, since $\nabla_{\mathbf k}f=\hbar\mathbf v f'$. In a steady state this balances the decay $\Gamma\,\delta f/\hbar$:

$$
\delta f=-\frac{\hbar e}{\Gamma(\varepsilon)}\,(-f')\,\boldsymbol{\mathcal E}\cdot\mathbf v .
$$

Multiplying by $-e\mathbf v$ and summing over states gives the conductivity

$$
\sigma=e^2\hbar\,D\,\frac{v_F^2}{3}\int d\varepsilon\,\frac{-f'(\varepsilon)}{\Gamma(\varepsilon)},
$$

where $D$ is the density of states per volume for both spins. For a free-electron band of density $n_e$, $D=3n_e/(2E_F)$ and $v_F^2=2E_F/m$, so $Dv_F^2/3=n_e/m$. The resistivity is

$$
\rho=\frac{m\,\Gamma_{\rm dc}}{n_e e^2\hbar},\qquad
\frac1{\Gamma_{\rm dc}}=\int d\varepsilon\,\frac{-f'(\varepsilon)}{\Gamma(\varepsilon)} .
$$

There is a point to check here. For $\lambda=1$, $\Gamma$ is larger than $t$, so an electron's energy is blurred by more than the thermal width. The formula survives if $\Gamma\ll E_F$. In linear response with direction-randomising collisions, the conductivity is $\sigma=\pi e^2\hbar D\,(v_F^2/3)\int dE\,(-f'(E))\int d\varepsilon_{\mathbf k}\,\mathcal A(\varepsilon_{\mathbf k},E)^2$, with the spectral function $\mathcal A$ squared and integrated over band energy at fixed energy $E$. That function is a normalised Lorentzian of full width $\Gamma$, and the integral of its square is $1/(\pi\Gamma)$, whatever the ratio $\Gamma/t$; inserting this returns the expression for $\sigma$ above. A real energy shift moves the centre of the Lorentzian without changing the integral. This is also why the band mass $m$, and no mass enhancement, appears in $\rho$.

## How soon the linear law sets in

For small $x$ the two parts of the bracket in $\Gamma(\varepsilon)$ are

$$
2n+1=\coth\frac x2\approx\frac2x+\frac x6,\qquad
f(\varepsilon+\omega)-f(\varepsilon-\omega)\approx2\omega f'(\varepsilon)=-2x\,h(y),
$$

where $y=\varepsilon/t$ and $h=-tf'=1/[4\cosh^2(y/2)]$. Their sum is $(2/x)[1+x^2/12-x^2h]$. Define the mean square phonon energy

$$
\langle\omega^2\rangle=\frac2\lambda\int d\omega\,\alpha^2F(\omega)\,\omega,\qquad
s=\frac{\langle\omega^2\rangle}{t^2}.
$$

Integration over the spectrum gives

$$
\Gamma(\varepsilon)\approx2\pi\lambda t\left[1+s\left(\frac1{12}-h(y)\right)\right].
$$

At the Fermi level $h=1/4$, and the correction is $-s/6$. For the resistivity, $1/\Gamma$ must be averaged with weight $h\,dy$. Since $h=f(1-f)$ and $h\,dy=-df$,

$$
\int h^2\,dy=\int_0^1 f(1-f)\,df=\frac16 .
$$

To first order in $s$,

$$
\frac1{\Gamma_{\rm dc}}\approx\frac1{2\pi\lambda t}\left[1-\frac s{12}+\frac s6\right]
\quad\Rightarrow\quad
\Gamma_{\rm dc}\approx2\pi\lambda t\left[1-\frac s{12}\right].
$$

The small coefficient $1/12$ lets the linear law begin near the top phonon energy, not far above it. Full integrals at 600 K give 0.1662 and 0.0833 for the two coefficients, against $1/6$ and $1/12$.

The opposite limit shows where the law fails. Take $\alpha^2F=\lambda(\omega/\omega_D)^2$ up to $\omega_D$. For $t\ll\omega_D$, put $\omega=xt$ in $\Gamma(\varepsilon)$. The factor $\omega^2d\omega$ supplies $t^3$, and the rest depends on $y$ alone once the upper limit is taken to infinity. Thus $\Gamma_{\rm dc}\propto T^3$ in this model, and $\Gamma_{\rm dc}/t$ falls as $T^2$. The power belongs to the assumption that every collision randomises the direction; when long-wavelength acoustic phonons deflect only through small angles, the rate in the resistivity falls faster, as $T^5$.

## What happens to the mass

The coupling also shifts electron energies. In second order, an added electron of energy $E$ can emit or absorb a virtual phonon while passing to an empty state $\varepsilon$. This contributes

$$
\frac{(n+1)(1-f)}{E-\varepsilon-\omega}+\frac{n(1-f)}{E-\varepsilon+\omega}.
$$

Its presence also blocks virtual transitions of other electrons into its state. Removing their energy shifts contributes

$$
-\frac{(n+1)f}{\varepsilon-E-\omega}-\frac{nf}{\varepsilon-E+\omega}
=\frac{(n+1)f}{E-\varepsilon+\omega}+\frac{nf}{E-\varepsilon-\omega}.
$$

Collecting equal denominators gives the real energy shift

$$
\Sigma'(E)=\int d\omega\,\alpha^2F\;P\!\!\int d\varepsilon
\left[\frac{n+1-f(\varepsilon)}{E-\varepsilon-\omega}+\frac{n+f(\varepsilon)}{E-\varepsilon+\omega}\right],
$$

where $P$ denotes the principal value. The slope of $\Sigma'$ sets the mass. The terms without $f$ do not depend on $E$ when the band edges are far away. In the others, a derivative with respect to $E$ equals minus a derivative of the denominator with respect to $\varepsilon$. Integration by parts moves it onto the occupation:

$$
\left.\frac{\partial\Sigma'}{\partial E}\right|_{0}
=\int d\omega\,\alpha^2F\;P\!\!\int d\varepsilon\,(-f')
\left[\frac1{-\omega-\varepsilon}-\frac1{\omega-\varepsilon}\right].
$$

Because $f'$ is even, $\varepsilon\to-\varepsilon$ makes the first term equal to the second. Hence

$$
\lambda(T)\equiv-\left.\frac{\partial\Sigma'}{\partial E}\right|_{0}
=\int d\omega\,\alpha^2F\,K,\qquad
K=2P\!\!\int d\varepsilon\,\frac{-f'(\varepsilon)}{\omega-\varepsilon}.
$$

Near the Fermi level, $E=\varepsilon_{\mathbf k}+\Sigma'(E)$ becomes $E[1+\lambda(T)]=\varepsilon_{\mathbf k}$, apart from a constant shift. The velocity is divided by $1+\lambda(T)$ and the mass multiplied by it.

At low temperature $-f'$ is a narrow peak at $\varepsilon=0$. Then $K=2/\omega$ and $\lambda(T)=\lambda$. This is the mass $m^*=(1+\lambda)m$ that low-temperature measurements see when phonons are the only source of enhancement.

At high temperature the peak is wide, and contributions from either side of $\varepsilon=\omega$ nearly cancel. Setting $u=(\omega-\varepsilon)/t$ and pairing $u$ with $-u$,

$$
K=\frac2t\int_0^\infty\frac{du}{u}\,[h(x-u)-h(x+u)]
\approx-\frac{4x}{t}\int_0^\infty\frac{h'(u)}u\,du .
$$

Since $h'=-h\tanh(u/2)$, this is $K\approx2c\,\omega/t^2$, and

$$
\lambda(T)\approx c\,\lambda\,\frac{\langle\omega^2\rangle}{(k_BT)^2},\qquad
c=2\int_0^\infty\frac{h(u)\tanh(u/2)}u\,du=0.4263 .
$$

The phonon mass enhancement therefore fades in the regime where the resistivity is linear.

## What the renormalised rate means

One way to analyse data takes $\rho$ at high temperature and $m^*$ from low temperature, and defines

$$
\frac{\hbar}{\tau^*}\equiv\frac{\hbar n_ee^2\rho}{m^*}
=\frac{m}{m^*}\,\Gamma_{\rm dc}
\approx\frac{2\pi\lambda}{1+\lambda}\,k_BT .
$$

At low temperature the division has a direct meaning. Including decay, $E(1+\lambda)=\varepsilon_{\mathbf k}-i\Gamma/2$, so the width of the level is $\Gamma/(1+\lambda)$. At high temperature $\lambda(T)$ is small, and the electron decays at $\Gamma/\hbar$, without the division. The renormalised rate is then a convention that joins two temperature regimes. For $\lambda$ near one, either choice leaves the rate of order $k_BT/\hbar$.

## A model metal at 300 K

Take $\lambda=1$, the quadratic spectrum above with $\omega_D=10$ meV (116 K as a temperature), $n_e=10^{29}$ m$^{-3}$, and the free-electron mass as band mass. These are round parameters, not those of a particular metal.

At 300 K, $k_BT=25.85$ meV. The limiting rate is $2\pi\times25.85=162.4$ meV. For this spectrum $\langle\omega^2\rangle=\omega_D^2/2=50$ meV$^2$, so $s=50/25.85^2=0.075$. The predicted reduction $s/12$ is 0.6% of the limit, and the full integral gives $\Gamma_{\rm dc}=161.4$ meV. This corresponds to $1/\tau=2.45\times10^{14}$ s$^{-1}$, a lifetime of 4.08 fs and a resistivity of 8.70 microohm cm.

The metal is still a good conductor. The mean free path is $v_F\tau=1.662\times10^6\times4.08\times10^{-15}$ m, or 6.8 nm, and $k_F$ times this length is 97. The width $\Gamma$ is about 2% of the Fermi energy, 7.86 eV, as the resistivity formula requires. The digits quoted here are those of a band with infinitely distant edges. The neglected terms depend on the band shape: for a flat band ending at $\pm E_F$ they are of order $2\lambda k_BT/E_F\approx0.007$, and at 300 K they lower $\Gamma_{\rm dc}$ by about 1 meV and $\lambda(T)$ by about 0.007; for a free-electron density of states they are much smaller.

Now repeat the experimental analysis. The slope of the calculated resistivity near 300 K is 29.37 nanoohm cm/K. With the band mass it gives a factor of 6.32 in front of $k_BT$. This lies slightly above $2\pi$ because $\Gamma_{\rm dc}\approx2\pi\lambda(t-\langle\omega^2\rangle/12t)$ has the slope $2\pi\lambda(1+s/12)$. The calculated mass enhancement at 0.5 K is $1+1.001$, so the renormalised factor is $6.322/2.001=3.16$, close to $\pi$. The rate itself is $161.4/2.001=80.7$ meV, or $1.23\times10^{14}$ s$^{-1}$. At 300 K, however, $\lambda(T)$ is only 0.031: the factor of two in the mass belongs to the cold metal.

The ratio $\Gamma_{\rm dc}/(k_BT)$ shows the onset:

| $T$ (K) | 10 | 50 | 100 | 300 | 600 |
|---|---|---|---|---|---|
| ratio | 0.52 | 4.97 | 5.93 | 6.24 | 6.27 |

At 100 K, somewhat below the top phonon temperature, the ratio is already 94% of $2\pi$. At 10 K it has collapsed.

## Comparison across metals

| $\lambda$ | 0.2 | 0.5 | 1.0 | 1.5 | 2.0 |
|---|---|---|---|---|---|
| $2\pi\lambda$ | 1.26 | 3.14 | 6.28 | 9.42 | 12.57 |
| $2\pi\lambda/(1+\lambda)$ | 1.05 | 2.09 | 3.14 | 3.77 | 4.19 |

Between $\lambda=0.5$ and $2$ the first factor grows fourfold and the second only twofold, because the same coupling raises both the scattering and the mass. Metals with quite different couplings thus acquire similar renormalised rates.

This similarity is not a universal bound. The first factor grows without limit within the formula. The second stays below $2\pi$ because it is divided by $1+\lambda$. Nor is the value one singled out: the renormalised factor passes through it at $\lambda=1/(2\pi-1)=0.189$ and is smaller for weaker coupling.

Loss of direction must also be distinguished from loss of energy. Collisions at high temperature occur with weight $\alpha^2F(2n+1)\propto\alpha^2F/\omega$, for which the mean square energy exchanged is $\langle\omega^2\rangle$. In the example its root is $0.274k_BT$. If successive exchanges add like a random walk, about $1/0.274^2\approx13$ collisions are needed to change the energy by $k_BT$. This counting leaves out the exclusion principle and the balance between energy gained and energy lost, so it does not give the cooling rate. For electrons slightly hotter than the lattice, the standard high-temperature result for that rate, times $\hbar$, is $3\lambda\langle\omega^2\rangle/(\pi k_BT)$. Here it is about 1.8 meV, far below both $\Gamma_{\rm dc}$ and $k_BT$. The resistivity measures the faster, nearly elastic process.

## When to look further

If collisions favour small angles, each removes only the fraction $1-\cos\theta$ of the forward motion. For nearly elastic scattering, this weight replaces $\lambda$ in the scattering rate by a transport coupling $\lambda_{\rm tr}$. The mass keeps $\lambda$, so the renormalised factor becomes $2\pi\lambda_{\rm tr}/(1+\lambda)$. The derivation also assumes that the phonon spectrum does not change with temperature, that the density of states is flat over the width $\Gamma$, and that $k_F$ times the mean free path is large.

The decision at the start can now be made. A factor of about three, obtained with the low-temperature mass in a metal with $\lambda$ near one and at temperatures above its phonon energies, is the expected phonon result; with the band mass the same metal would give about six. It does not prove that phonons are responsible; for that, the calculated $\lambda_{\rm tr}$ must reproduce the measured slope. A linear resistivity with a similar factor far below the energies of the phonons that scatter would be different evidence. "Far" must be taken seriously: in the model metal $\Gamma_{\rm dc}$ drops below $k_BT$ only under about 14 K, an eighth of $\omega_D$, and at 30 K the local slope of the already curved resistivity still gives a renormalised factor of 3.5. The scale is the top of the scattering spectrum, not the Debye energy. In a metal of low carrier density only phonons with wavevector below $2k_F$ scatter, and the linear phonon law then persists far below the Debye temperature. The numerical output below gives the remaining values.

## Calculated quantities

```
lambda = 1.0
highest phonon energy = 10.0 meV
same as a temperature = 116.0 K
carrier density = 1.0e+29 m^-3
band mass / electron mass = 1.0
temperature = 300 K
kB T = 25.85 meV
kB T/hbar = 3.928e+13 s^-1
mean square phonon energy = 50.0 meV^2
rms phonon energy / kB T = 0.274
phonon number at top energy = 2.12
limit 2 pi lambda kB T = 162.4 meV
Gamma at Fermi level = 160.4 meV
Gamma for resistivity = 161.4 meV
rate 1/tau = 2.452e+14 s^-1
lifetime tau = 4.08 fs
resistivity = 8.70 microohm cm
resistivity slope = 29.37 nanoohm cm/K
Fermi energy = 7.86 eV
Fermi velocity = 1.662e+06 m/s
mean free path = 6.78 nm
kF times mean free path = 97
lambda(T) at 0.5 K = 1.001
lambda(T) at 300 K = 0.031
lambda(T) at 600 K = 0.0079
mass-fading coefficient c = 0.4263
correction coefficient, Fermi level = 0.1662 (1/6 = 0.1667)
correction coefficient, resistivity = 0.0833 (1/12 = 0.0833)
factor from slope, band mass = 6.322
factor from slope, low-T mass = 3.160
renormalised rate at 300 K = 80.7 meV
renormalised 1/tau* = 1.226e+14 s^-1
T = 10 K: Gamma_dc/(kB T) = 0.524
T = 50 K: Gamma_dc/(kB T) = 4.967
T = 100 K: Gamma_dc/(kB T) = 5.933
T = 200 K: Gamma_dc/(kB T) = 6.195
T = 300 K: Gamma_dc/(kB T) = 6.244
T = 600 K: Gamma_dc/(kB T) = 6.273
lambda where renormalised factor is 1 = 0.189
lambda 0.2: bare 1.26, renormalised 1.05
lambda 0.5: bare 3.14, renormalised 2.09
lambda 1.0: bare 6.28, renormalised 3.14
lambda 1.5: bare 9.42, renormalised 3.77
lambda 2.0: bare 12.57, renormalised 4.19
upper limit of renormalised factor = 6.28
```
